# Kerker Mixing in Real Space by One Screened Poisson Solve

A self-consistency cycle for a metal can become unstable merely because the cell is made longer. Suppose the input density carries a small error of wavevector $q$. Its electrostatic potential is the error multiplied by $4\pi/q^2$, a factor that grows without limit for long waves, and the mobile electrons respond to that potential by moving charge the other way. For long waves they move far too much, and the next iteration has a larger error of opposite sign. Feeding back a small fraction $\alpha$ of the change restores stability, but in the electron gas treated below a cell of 160 bohr requires $\alpha<0.0038$, and a run then takes thousands of updates.

The Kerker factor $q^2/(q^2+q_0^2)$ removes this dependence on cell length by damping the long waves of the update. It is written in terms of $q$, whereas a real-space code holds its fields on grid points. The theorem below turns the factor into one linear solve on the grid and shows what it does to the error.

## Setting and assumptions

Hartree atomic units are used. The cell is periodic, with longest edge $L$, so the smallest nonzero wavevector is $q_{\min}=2\pi/L$. A map $F$ takes an input density $n_{\rm in}$, builds the potential energy $V$ of an electron, and returns the output density of a fixed number of electrons in $V$. The self-consistent density satisfies $F[n_*]=n_*$. Define the error and the residual,

$$e=n_{\rm in}-n_*,\qquad R=F[n_{\rm in}]-n_{\rm in}.$$

Every input density holds the correct number of electrons, so $e$ and $R$ have zero mean. The update is

$$n_{\rm new}=n_{\rm in}+\alpha KR,\qquad \alpha>0,$$

where $K=1$ is plain mixing and $K(q)=q^2/(q^2+q_0^2)$, with $q_0>0$, is Kerker mixing.

The response is that of a uniform, spin-unpolarized electron gas in the Thomas-Fermi approximation, without exchange and correlation. Uniformity makes the linear response diagonal in $q$. The Hartree interaction is $v(q)=4\pi/q^2$ for $q\neq0$; a constant shift of $V$ has no effect at fixed electron number.

## Lemma 1: how an error propagates

**Lemma 1.** To first order in the error, for each $q\ne0$,

$$R=-\varepsilon e,\qquad e_{\rm new}=(1-\alpha K\varepsilon)\,e,\qquad \varepsilon=1-\chi_0v,$$

where $\chi_0$ is the density response to the total potential, $\delta n_{\rm out}=\chi_0\,\delta V$.

**Proof.** The error changes the potential by $\delta V=ve$, and hence the output density by $\chi_0ve$. Therefore

$$R=(n_*+\chi_0ve)-(n_*+e)=-(1-\chi_0v)e=-\varepsilon e.$$

Subtracting $n_*$ from the update gives $e_{\rm new}=e+\alpha KR=e-\alpha K\varepsilon e$. ∎

A mode shrinks if $|1-\alpha K\varepsilon|<1$, that is, if $0<\alpha K\varepsilon<2$.

## Lemma 2: the Thomas-Fermi dielectric function

**Lemma 2.** With $k_F$ the Fermi wavevector,

$$\varepsilon(q)=1+\frac{k_{\rm TF}^2}{q^2},\qquad k_{\rm TF}^2=\frac{4k_F}{\pi}.$$

**Proof.** In the Thomas-Fermi approximation the states at each point are filled up to a local wavevector $k$ fixed by the chemical potential $\mu$:

$$n=\frac{k^3}{3\pi^2},\qquad \frac{k^2}{2}=\mu-V.$$

Differentiating the second relation gives $k\,dk=d(\mu-V)$. Differentiating the first then gives

$$dn=\frac{k^2}{\pi^2}\,dk=\frac{k}{\pi^2}\,d(\mu-V).$$

About the uniform gas $k=k_F$, so $\delta n=(k_F/\pi^2)(\delta\mu-\delta V)$. The electron number is fixed, so the mean of $\delta n$ vanishes and $\delta\mu$ equals the mean of $\delta V$. For a wave with $q\neq0$ that mean is zero. Hence $\chi_0=-k_F/\pi^2$, and

$$\varepsilon=1-\chi_0v=1+\frac{k_F}{\pi^2}\,\frac{4\pi}{q^2}=1+\frac{4k_F/\pi}{q^2}.\qquad∎$$

The minus sign in $\chi_0$ says that electrons leave regions where their potential energy is raised. It makes $\varepsilon>1$, and the $1/q^2$ of the Hartree interaction makes $\varepsilon$ diverge for long waves.

**Consequence for plain mixing.** Since $\varepsilon$ falls with $q$, its largest value in the cell is $\varepsilon(q_{\min})$, and stability requires

$$\alpha<\frac{2}{\varepsilon(q_{\min})}\simeq\frac{2q_{\min}^2}{k_{\rm TF}^2}=\frac{8\pi^2}{k_{\rm TF}^2L^2}\qquad(q_{\min}\ll k_{\rm TF}).$$

Short waves have $\varepsilon$ near 1 and shrink by about $1-\alpha$ per update. The step that keeps the longest wave stable therefore makes the short waves slow, and the number of updates grows as $L^2$.

## Theorem

**Theorem.** Under the assumptions above:

(a) The equation

$$(-\nabla^2+q_0^2)\,w=R$$

has one periodic solution, and

$$KR=R-q_0^2w.$$

(b) For every $q\neq0$,

$$K\varepsilon=\frac{q^2+k_{\rm TF}^2}{q^2+q_0^2},$$

which tends to the finite value $s=k_{\rm TF}^2/q_0^2$ as $q\to0$.

(c) To first order in the error, Kerker mixing is stable in a cell of any length if

$$0<\alpha<\frac{2}{\max(1,s)}.$$

**Proof of (a).** Expand $w$ and $R$ in plane waves. Since $-\nabla^2$ multiplies a plane wave by $q^2$, the equation reads $(q^2+q_0^2)w_q=R_q$. The factor on the left is positive for every $q$, including $q=0$, so $w_q$ exists and is unique. Then

$$R_q-q_0^2w_q=\left(1-\frac{q_0^2}{q^2+q_0^2}\right)R_q=\frac{q^2}{q^2+q_0^2}\,R_q.$$

Plane waves serve the proof; the equation and the subtraction refer to fields in real space.

**Proof of (b).** Write $\varepsilon=(q^2+k_{\rm TF}^2)/q^2$ and multiply:

$$K\varepsilon=\frac{q^2}{q^2+q_0^2}\;\frac{q^2+k_{\rm TF}^2}{q^2}=\frac{q^2+k_{\rm TF}^2}{q^2+q_0^2}.$$

The $q^2$ in the numerator of $K$ cancels the $q^2$ in the denominator of $\varepsilon$. Setting $q\to0$ gives $s$.

**Proof of (c).** Rewrite the product as

$$K\varepsilon=1+\frac{k_{\rm TF}^2-q_0^2}{q^2+q_0^2}.$$

The second term has one sign for all $q$, and its size falls from $|s-1|$ at $q\to0$ to zero at large $q$. So $K\varepsilon$ lies between $s$ and 1. It is positive and at most $\max(1,s)$, hence $0<\alpha K\varepsilon<2$. Nothing in the bound refers to $L$. ∎

**Remark 1: an equivalent equation.** Let $u=KR=R-q_0^2w$. Then

$$(-\nabla^2+q_0^2)u=(-\nabla^2+q_0^2)R-q_0^2R=-\nabla^2R.$$

One may solve this for $u$ directly. The form in the theorem has the advantage that the residual need not be differentiated.

**Remark 2: choosing $q_0$ and $\alpha$.** If $q_0=k_{\rm TF}$, then $K\varepsilon=1$ for every $q\neq0$: the factor $K$ is the inverse of the dielectric function, and a step with $\alpha=1$ removes the error to first order. Otherwise the error factor is bounded by the larger of $|1-\alpha|$ and $|1-\alpha s|$, because $1-\alpha K\varepsilon$ is linear in $K\varepsilon$. This bound is smallest when the two ends are equal and opposite, $1-\alpha=-(1-\alpha s)$, which gives

$$\alpha=\frac{2}{1+s},\qquad |1-\alpha K\varepsilon|\le\frac{|1-s|}{1+s}.$$

If $q_0$ is much too small, $s$ is large and a small $\alpha$ is needed again; $q_0\to0$ at fixed $q$ returns plain mixing. If $q_0$ is much too large, $s$ is small and long waves are corrected slowly.

**Remark 3: what the cancellation needs.** Thomas-Fermi theory enters the long-wave limit through one property, that $\chi_0$ tends to a finite nonzero value $-D$ as $q\to0$. Any uniform system with this property has $\varepsilon\simeq4\pi D/q^2$ for long waves, and $K\varepsilon\to4\pi D/q_0^2$. The full formula in (b), by contrast, belongs to the Thomas-Fermi model.

## Lemma 3: the factor on a grid

**Lemma 3.** Let $-\nabla^2$ be replaced by the second-order difference stencil with spacing $h$. The solve then applies the factor

$$K_h=\frac{k^2}{k^2+q_0^2},\qquad k^2=\frac{4}{h^2}\sum_i\sin^2\frac{q_ih}{2},$$

where $i$ runs over the $d$ directions. If the Hartree potential is computed with the same stencil, then $K_h\varepsilon_h=(k^2+k_{\rm TF}^2)/(k^2+q_0^2)$.

**Proof.** In one direction the stencil acts on a plane wave as

$$\frac{2e^{iqx}-e^{iq(x+h)}-e^{iq(x-h)}}{h^2}=\frac{2-2\cos qh}{h^2}\,e^{iqx}=\frac{4}{h^2}\sin^2\!\frac{qh}{2}\;e^{iqx}.$$

Directions add. Plane waves remain eigenfunctions, so the proof of (a) holds with $q^2$ replaced by $k^2$. With the same stencil in the Hartree equation, $v=4\pi/k^2$ and $\varepsilon_h=1+k_{\rm TF}^2/k^2$, and the proof of (b) carries over. ∎

Expanding the sine gives $k^2=q^2-(h^2/12)\sum_iq_i^4+\dots$, so the grid factor differs from the continuum factor by a term of order $h^2$. For a wavelength of 10 bohr and $q_0=1$ bohr$^{-1}$ the continuum factor is 0.28304. The grid gives 0.28138 at $h=0.5$ bohr and 0.28263 at $h=0.25$ bohr, and the error falls by a factor 4.00.

If the Hartree solver has a different symbol $\tilde k^2$, the product becomes

$$\frac{k^2}{\tilde k^2}\;\frac{\tilde k^2+k_{\rm TF}^2}{k^2+q_0^2}.$$

Both symbols approach $q^2$ for long waves, so the limit $s$ is unchanged.

## Lemma 4: cost and charge conservation

Write $A=-\nabla_h^2+q_0^2$ for the grid operator. It is symmetric and positive, so $Aw=R$ can be solved by conjugate gradients, which use $A$ only through its products with fields.

**Lemma 4.** Start the conjugate gradients from $w=0$.

(i) After $m$ steps the solver residual $r_m=R-Aw_m$ obeys

$$\frac{\|r_m\|}{\|R\|}\le2\sqrt c\,\rho^m,\qquad \rho=\frac{\sqrt c-1}{\sqrt c+1},\qquad c=1+\frac{4d}{h^2q_0^2}.$$

(ii) If $R$ has zero mean, then $R-q_0^2w_m$ has zero mean for every $m$.

**Proof of (i).** The eigenvalues of $A$ are $k^2+q_0^2$ and lie between $q_0^2$ and $q_0^2+4d/h^2$. The ratio of these ends is $c$.

By construction, conjugate gradients choose $w_m$ in the space spanned by $R,AR,\dots,A^{m-1}R$ so as to minimize the energy norm $\|w-w_m\|_A$, where $\|f\|_A=\|A^{1/2}f\|$. Since $R=Aw$, the error of any candidate is $p(A)w$, with $p$ a polynomial of degree at most $m$ and $p(0)=1$. The minimum is no larger than the result of one particular choice. Take the Chebyshev polynomial $T_m$, shifted so that the eigenvalue interval maps to $[-1,1]$, where $|T_m|\le1$, and divided by its value at the origin. The origin maps to a point of magnitude $(c+1)/(c-1)$, so

$$\frac{\|w-w_m\|_A}{\|w\|_A}\le\frac{1}{T_m\!\left(\frac{c+1}{c-1}\right)}.$$

Now $(c+1)/(c-1)=\tfrac12(\rho+\rho^{-1})$, as insertion of $\rho$ confirms, and $T_m[\tfrac12(\rho+\rho^{-1})]=\tfrac12(\rho^m+\rho^{-m})\ge\tfrac12\rho^{-m}$. The ratio is therefore at most $2\rho^m$.

To return to residuals, let $a$ and $ca$ be the ends of the eigenvalue interval. From $r_m=A(w-w_m)$ follows $\|r_m\|\le\sqrt{ca}\,\|w-w_m\|_A$, and from $w=A^{-1}R$ follows $\|w\|_A\le\|R\|/\sqrt a$. Together they supply the factor $\sqrt c$.

**Proof of (ii).** In a periodic cell the stencil sums to zero over the grid, so the mean of $Af$ is $q_0^2$ times the mean of $f$. All of $R,AR,A^2R,\dots$ then have zero mean, and so does $w_m$. ∎

An unfinished solve thus keeps the number of electrons, apart from rounding, but it does not apply the exact factor $K$, and the stability result in part (c) of the theorem assumes that factor. After a single step, for example, $w_1$ is a multiple of $R$, so the update is $R$ multiplied by $\alpha\,[1-q_0^2\,(R\cdot R)/(R\cdot AR)]$. This number depends on the residual and changes from one update to the next, but it is the same for all waves, as in plain mixing. The solve must be carried far enough to damp the long waves.

In three dimensions with $h=0.5$ bohr and $q_0=1$ bohr$^{-1}$, $c=1+12/0.25=49$ and $\rho=6/8$. The bound $14\times0.75^m\le10^{-10}$ is met at $m=90$. For random sources the solver took 47, 69, 74 and 75 steps in cubic cells of 8, 16, 24 and 32 bohr. The count rises at first, as does the condition number on zero-mean fields, from 30.5 to 47.2, and then levels off below the bound.

The bare Poisson equation, $q_0=0$, has a smallest nonzero eigenvalue near $(2\pi/L)^2$, so its condition number grows as $L^2$. The same solver needed 54 steps in the smallest cell and 210 in the largest. The term $q_0^2$ that produces the damping of long waves also makes the equation easier to solve.

## Procedure

One Kerker update consists of these operations:

1. Compute $R=F[n_{\rm in}]-n_{\rm in}$.
2. Solve $(-\nabla_h^2+q_0^2)w=R$ by conjugate gradients from $w=0$.
3. Set $n_{\rm new}=n_{\rm in}+\alpha(R-q_0^2w)$.

## Worked example: an electron gas in long cells

Take a model gas with $r_s=3$ bohr. Then

$$n_0=\frac{3}{4\pi r_s^3}=0.00884\ \text{bohr}^{-3},\qquad k_F=(3\pi^2n_0)^{1/3}=0.640\ \text{bohr}^{-1},$$

$$k_{\rm TF}^2=\frac{4\times0.6397}{\pi}=0.8145\ \text{bohr}^{-2},\qquad k_{\rm TF}=0.9025\ \text{bohr}^{-1}.$$

The screening length $1/k_{\rm TF}$ is 1.108 bohr, or 0.586 Å.

The density varies along one direction, with $h=0.5$ bohr. Two planar Gaussian potentials of width 1 bohr and heights $\pm0.10$ hartree, half a cell apart, drive the gas. The first output density moves charge from one half of the cell to the other, but at self-consistency each potential is screened locally, and in the cells of 40 bohr or more almost no net charge has moved. The full nonlinear Thomas-Fermi map is iterated from the uniform density until the norm of $R$ has fallen to $10^{-8}$ of its first value. Plain mixing uses $\alpha=1/\varepsilon(q_{\min})$, half its stability limit. Kerker mixing uses $q_0=1$ bohr$^{-1}$, deliberately not matched to $k_{\rm TF}$, and $\alpha=1$.

For $L=160$ bohr, $q_{\min}=0.03927$ bohr$^{-1}$ and $q_{\min}^2=0.001542$ bohr$^{-2}$, so

$$\varepsilon=1+\frac{0.8145}{0.001542}\approx529,\qquad K\varepsilon=\frac{0.0015+0.8145}{0.0015+1}\approx0.815.$$

The table gives values at $q_{\min}$ measured by finite differences of the map about the uniform gas, and the updates used.

| $L$ (bohr) | $\varepsilon$ | $K\varepsilon$ | plain updates | Kerker updates |
|---:|---:|---:|---:|---:|
| 20 | 9.27 | 0.831 | 118 | 11 |
| 40 | 34.0 | 0.819 | 454 | 11 |
| 80 | 133 | 0.816 | 1797 | 12 |
| 160 | 529 | 0.815 | 7169 | 12 |

From 40 to 160 bohr the plain count grows by a factor 15.8, close to the factor 16 of the $L^2$ law. The Kerker count hardly changes. Its size also follows from the theorem: with $\alpha=1$ the error factor about the uniform gas is at most $1-s=1-0.8145=0.1855$, a value approached by the longest wave as $L$ grows, and $\ln10^{-8}/\ln0.1855\approx11$. This is an estimate, since the self-consistent density is not uniform: about that density the factor can lie slightly above the uniform bound, and the two longer cells take 12 updates. The two methods reach the same density to within $10^{-6}n_0$ at every grid point.

The stability limit can be checked directly. For the longest wave in the 40 bohr cell, $\alpha$ at 0.95 and 1.05 times $2/\varepsilon$ should give $|1-1.9|=0.9$ and $|1-2.1|=1.1$ per update; the measured factors are 0.900 and 1.100. With $q_0=0.7$ bohr$^{-1}$ the theorem places $K\varepsilon$ between 1 and $0.8145/0.49=1.662$. The numerical Jacobian about the uniform gas in this cell gives nonzero eigenvalues from 1.020 to 1.631. With $q_0=k_{\rm TF}$ and $\alpha=1$, one random error of about $10^{-5}n_0$ was reduced in one step to $2\times10^{-6}$ of its initial norm; the remainder depends on the draw and is typically several times $10^{-6}$.

## Where the result fails: an insulator

The cancellation requires a divergence to cancel. Consider a uniform medium whose bound electrons can be polarized but cannot flow, with $\chi_0=-bq^2/(4\pi)$ and $b>0$. Its response to a long wave vanishes as $q^2$, and

$$\varepsilon=1+\frac{bq^2}{4\pi}\,\frac{4\pi}{q^2}=1+b,\qquad K\varepsilon=(1+b)\frac{q^2}{q^2+q_0^2}\;\longrightarrow\;(1+b)\frac{q^2}{q_0^2}.$$

Plain mixing now has the same error factor in every cell, while the Kerker factor suppresses a correction that was needed. Long waves converge slowly, and the updates needed to reduce the longest one by a fixed factor grow as $L^2$.

For $b=9$, plain mixing with $\alpha=1/(1+b)=0.1$ converges in one update. Kerker mixing with the same $\alpha$ and $q_0=1$ bohr$^{-1}$ takes 172 updates for $L=20$ bohr and 591 for $L=40$ bohr. The ratio, 3.4, is somewhat below 4, for two reasons. With $\alpha(1+b)=1$ each wave of the residual shrinks by $q_0^2/(k^2+q_0^2)$ per update, and the rates $\ln(1+k^2/q_0^2)$ of the longest waves in the two cells differ by a factor 3.9. In addition, the first residual is $b/(4\pi)$ times the Laplacian of the driving potential. The share of its norm carried by the longest wave falls about as $L^{-5/2}$: a factor $q_{\min}^2$ from the Laplacian and $L^{-1/2}$ from placing the same Gaussians in a longer cell. In the longer cell that wave therefore starts closer to the stopping threshold.

The theorem therefore supports Kerker mixing where long-wave response is metallic. In a cell that is part metal and part insulator or vacuum, the response is not diagonal in $q$, and no single $q_0$ inverts it by the argument given here. The numerical check covers the grid factor, the solver bound, the dielectric function and the mixing runs quoted above.

## Calculated quantities

```
r_s = 3.0 bohr
mean density n0 = 0.008842 bohr^-3
k_F = 0.63972 bohr^-1
Fermi energy = 0.20462 hartree
k_TF^2 = 0.81452 bohr^-2
k_TF = 0.90251 bohr^-1
screening length 1/k_TF = 1.1080 bohr
screening length 1/k_TF = 0.5863 angstrom
grid spacing h = 0.50 bohr, Kerker q0 = 1.00 bohr^-1
driving potential height = 0.10 hartree, width 1 bohr
3D filter, relative error against Fourier = 5.5e-12
mean after 3 CG steps = 8.7e-18 (field rms 1)
continuum factor at wavelength 10 bohr = 0.283043
grid factor at h = 0.50 bohr: 0.281376
grid factor at h = 0.25 bohr: 0.282626
error ratio on halving h = 3.997
3D screened condition number bound = 49.0
CG step bound for residual 1e-10 = 90
3D cell 8 bohr: CG steps screened 47, bare 54; condition 30.5, 79
3D cell 16 bohr: CG steps screened 69, bare 107; condition 42.5, 312
3D cell 24 bohr: CG steps screened 74, bare 159; condition 45.9, 701
3D cell 32 bohr: CG steps screened 75, bare 210; condition 47.2, 1246
L = 20 bohr: q_min = 0.31416 bohr^-1
  eps measured 9.270, continuum formula 9.253
  K*eps measured 0.83115, plain alpha limit 0.21576
  updates: plain 118, Kerker 11
L = 40 bohr: q_min = 0.15708 bohr^-1
  eps measured 34.028, continuum formula 34.011
  K*eps measured 0.81898, plain alpha limit 0.05878
  updates: plain 454, Kerker 11
L = 80 bohr: q_min = 0.07854 bohr^-1
  eps measured 133.061, continuum formula 133.044
  K*eps measured 0.81565, plain alpha limit 0.01503
  updates: plain 1797, Kerker 12
L = 160 bohr: q_min = 0.03927 bohr^-1
  eps measured 529.194, continuum formula 529.177
  K*eps measured 0.81480, plain alpha limit 0.00378
  updates: plain 7169, Kerker 12
L = 40 bohr, alpha = 0.95 of limit: error factor per step 0.9000
L = 40 bohr, alpha = 1.05 of limit: error factor per step 1.1000
q0 = 1.0 bohr^-1: K*eps from 0.8190 to 0.9891, q->0 limit 0.8145
q0 = 0.7 bohr^-1: K*eps from 1.0197 to 1.6305, q->0 limit 1.6623
q0 = k_TF, alpha = 1: error left after one step = 1.9e-06
model insulator: dielectric constant = 10.0
  L = 20 bohr, alpha = 0.10: updates plain 1, Kerker 172
  L = 40 bohr, alpha = 0.10: updates plain 1, Kerker 591
```
